# Pressure, time and exposure in precursor-mediated atomic layer deposition, part 1

(Sections cited here and not found follow in the second part.)

## First half: kinetics at constant pressure

In one half-cycle of atomic layer deposition, a surface with a finite number of reactive sites is exposed to a precursor vapour until the sites are used up. The dose can be stated as the exposure $E=pt$, the product of precursor pressure $p$ and pulse time $t$. This problem asks when $E$ determines the chemisorbed coverage, for a precursor that is first held on the surface as an intact molecule and reacts afterwards.

The model is as follows. All sites are identical and independent. At a given moment a fraction $v$ of them is vacant, a fraction $\varphi$ holds one physisorbed molecule, and a fraction $\theta$ has reacted, so that

$$v+\varphi+\theta=1 .$$

A vacant site captures a molecule at the rate $a=k_a p$. A physisorbed molecule desorbs at the rate $d$ or reacts at the rate $k$. Reaction is irreversible, and a reacted site takes no further part. The temperature is constant, so $k_a$, $d$ and $k$ are constants. The surface is clean at $t=0$: $v=1$ and $\varphi=\theta=0$. Until the second half, the pressure is constant during the pulse. Three combinations will be used throughout:

$$K=\frac{k_a}{d},\qquad r=a+d,\qquad q=\frac{a}{a+d}=\frac{Kp}{1+Kp}.$$

The last equality follows on dividing numerator and denominator by $d$, since $a/d=Kp$.

### (a) Site balances

Write the rate equations for the three fractions. Then describe the surface by the unreacted fraction $u=1-\theta$ and by the share $x=\varphi/u$ of unreacted sites that hold a molecule. Find the equations for $u$ and $x$ without approximation.

**Solution.** Capture moves a site from vacant to physisorbed, desorption moves it back, and reaction moves it from physisorbed to reacted. Hence

$$\frac{dv}{dt}=-av+d\varphi,\qquad \frac{d\varphi}{dt}=av-(d+k)\varphi,\qquad \frac{d\theta}{dt}=k\varphi .$$

The right-hand sides add up to zero, as conservation of sites requires. No fraction can become negative, because whenever one of them is zero its rate of change is zero or positive.

Since $u=1-\theta$ and $\varphi=xu$,

$$\frac{du}{dt}=-k\varphi=-kxu .$$

For the share $x$, the quotient rule gives

$$\frac{dx}{dt}=\frac1u\frac{d\varphi}{dt}-\frac{\varphi}{u^2}\frac{du}{dt}.$$

The vacant fraction is $v=u-\varphi=u(1-x)$. The first term is therefore $a(1-x)-(d+k)x$. The second is $-(x/u)(-kxu)=+kx^2$. Together,

$$\frac{dx}{dt}=a-(a+d)x-kx+kx^2=a-rx-kx(1-x).$$

The starting values are $u=1$ and $x=0$. The equation for $u$ integrates to

$$\theta(t)=1-\exp\left[-k\int_0^t x(s)\,ds\right].$$

The chemisorbed coverage thus depends on the history of a single quantity, the occupation of the sites that have not yet reacted. The equation for $x$ does not contain $u$: in this model the remaining sites do not notice how many others have reacted.

### (b) Fast equilibration

Suppose that capture and desorption together are much faster than reaction, $k\ll r$, and that the pulse lasts much longer than $1/r$. Find the reaction rate and the coverage.

**Solution.** If the term with $k$ is dropped from the equation for $x$, what remains is

$$\frac{dx}{dt}=a-rx=r(q-x),$$

because $rq=a$. With $x(0)=0$ the solution is $x=q(1-e^{-rt})$. After a few times $1/r$ the share has settled at $q$, which is the Langmuir isotherm applied to the unreacted sites. The physisorbed fraction of all sites is then $\varphi=q(1-\theta)$, and

$$\frac{d\theta}{dt}=k\varphi=\frac{kKp}{1+Kp}\,(1-\theta).$$

Separating variables and integrating from the clean surface gives

$$-\ln(1-\theta)=\frac{kKp}{1+Kp}\,t,\qquad \theta=1-\exp\left(-\frac{kKp\,t}{1+Kp}\right).$$

Two kinds of saturation appear here. The coverage saturates in time: $\theta\to1$ at any nonzero pressure, because reacted sites are not replaced. The rate per unreacted site, $kq$, saturates in pressure. It grows as $kKp$ when $Kp\ll1$ and levels off at $k$ when $Kp\gg1$. The reason for the ceiling is that a site holds at most one molecule. Once nearly every unreacted site is occupied, more gas cannot raise the number of molecules that are waiting to react.

### (c) The error of the fast-equilibrium law

Call the coverage found in (b) $\theta_{\rm f}$. Show that it is never smaller than the coverage $\theta$ of the full model, and find an upper bound on the difference.

**Solution.** Let $y=q-x$ be the amount by which the share falls short of its equilibrium value. At constant pressure $q$ is constant, so

$$\frac{dy}{dt}=-\frac{dx}{dt}=-a+r(q-y)+kx(1-x)=-ry+kx(1-x),$$

where $rq=a$ was used again. Initially $y(0)=q$. Multiplying by $e^{rt}$ and integrating,

$$y(t)=q\,e^{-rt}+k\int_0^t e^{-r(t-s)}\,x(s)\,[1-x(s)]\,ds .$$

Because $0\le x\le1$, both terms are non-negative. Hence $y\ge0$, which means $x\le q$: reaction removes molecules and can only lower the occupation below equilibrium.

For an upper bound, use $x(1-x)\le\tfrac14$. The integral of the exponential is at most $1/r$, so

$$y(t)\le q\,e^{-rt}+\frac{k}{4r},\qquad \int_0^t y\,ds\le\frac qr+\frac{kt}{4r}.$$

Now insert $x=q-y$ in the result of (a). With $\Delta=k\int_0^t y\,ds$,

$$1-\theta=e^{-kqt+\Delta}=(1-\theta_{\rm f})\,e^{\Delta}.$$

Subtracting $1-\theta_{\rm f}$ from both sides,

$$0\le\theta_{\rm f}-\theta=(1-\theta_{\rm f})(e^{\Delta}-1)\le(1-\theta_{\rm f})(e^{\delta}-1),\qquad \delta=\frac{kq}{r}+\frac{k^2t}{4r}.$$

A second estimate shows what the two conditions in (b) do. Since $0\le x\le q$, also $x(1-x)\le q$, and the same steps give $\Delta\le kq/r+k^2qt/r$. Relative to the exponent $kqt$ of the fast law this is

$$\frac{\Delta}{kqt}\le\frac1{rt}+\frac kr .$$

The first term is the time needed to fill the physisorbed layer, compared with the pulse. The second is the depletion of that layer by reaction.

### (d) Mean reaction time, and the opposite limit

Find the mean time after which an initially vacant site has reacted. Then find the coverage when reaction is much faster than both capture and desorption.

**Solution.** The probability that a site has not reacted by time $t$ is $u(t)$, so the density of reaction times is $-du/dt$. Integration by parts gives the mean

$$\tau=\int_0^\infty t\left(-\frac{du}{dt}\right)dt=\int_0^\infty u\,dt=\int_0^\infty v\,dt+\int_0^\infty\varphi\,dt ,$$

where the boundary term vanishes because $u$ decays exponentially at late times. Both integrals follow from the site balances. Integrating $d\theta/dt=k\varphi$ from $\theta=0$ to $\theta=1$ gives $\int\varphi\,dt=1/k$. Integrating the equation for $v$ from $1$ to $0$ gives

$$-1=-a\int_0^\infty v\,dt+\frac dk,\qquad \int_0^\infty v\,dt=\frac1a+\frac{d}{ak}.$$

With $d/a=1/(Kp)$ the sum is

$$\tau=\frac1k+\frac1{kKp}+\frac1a .$$

The first two terms equal $1/(kq)$, the mean time of the fast-equilibrium law. The third is the wait for the first capture. Relative to the first two it amounts to $kq/a=k/r$, in agreement with (c).

On a common denominator, $1/\tau=ak/(a+d+k)$. This is proportional to pressure as long as $a\ll d+k$, and that can hold for two reasons: weak physisorption ($a\ll d$) or fast reaction ($a\ll k$).

For the second case let $k\gg a$ and $k\gg d$. Since $v\le1$, the balance for $\varphi$ gives $d\varphi/dt\le a-(d+k)\varphi$, so $\varphi\le a/(d+k)$ at all times. The balance for $v$, multiplied by $e^{at}$ and integrated, gives

$$v=e^{-at}+d\int_0^t e^{-a(t-s)}\varphi(s)\,ds .$$

The integral lies between zero and $1/(d+k)$. From $\theta=1-v-\varphi$ it follows that

$$0\le(1-e^{-at})-\theta\le\frac{d+a}{d+k}\ll1 .$$

Hence $\theta\approx1-e^{-k_apt}=1-e^{-k_aE}$. Nearly every captured molecule reacts before it can leave or block a later arrival, and the exposure alone sets the coverage. A physisorbed intermediate is therefore not sufficient to break the exposure law. As an illustration in arbitrary time units, take $d=10$ and $k=10^4$. The full kinetics gives $\theta=0.6317$ for $a=1$, $t=1$ and $0.6316$ for $a=4$, $t=0.25$.

### (e) Two pulses of equal exposure

Return to fast equilibration. Two pulses have the same nonzero, finite exposure $E$ but different pressures $p_1<p_2$. Which leaves the larger chemisorbed coverage, and in which limits does the difference vanish?

**Solution.** Replace $t$ by $E/p$ in the result of (b):

$$\theta=1-e^{-A},\qquad A=\frac{kKE}{1+Kp}.$$

At fixed $E$ the pressure still appears in the denominator. Differentiating,

$$\left(\frac{\partial\theta}{\partial p}\right)_E=e^{-A}\left(\frac{\partial A}{\partial p}\right)_E=-(1-\theta)\,\frac{kK^2E}{(1+Kp)^2}<0 .$$

The pulse at lower pressure leaves the larger coverage. The two exponents are in the ratio

$$\frac{\ln(1-\theta_1)}{\ln(1-\theta_2)}=\frac{1+Kp_2}{1+Kp_1}.$$

If both pressures satisfy $Kp\ll1$, the ratio tends to one and $\theta\approx1-e^{-kKE}$: the exposure law is recovered. If $Kp\gg1$, then $A\approx kE/p=kt$, and the coverage is set by the time alone. The difference also vanishes for $E\to0$, when nothing has reacted, and for $E\to\infty$, when everything has. Equal exposures thus fail to give equal coverage for partial coverages and at pressures where $Kp$ is not small.

In physical terms, exposure counts the molecules offered to the surface, whereas slow reaction requires time spent in the physisorbed state. Raising the pressure tenfold and shortening the pulse tenfold keeps the first fixed. It cannot raise the occupation tenfold once the unreacted sites are substantially full.

## Second half: pulses, purges and a gallium precursor

The symbols carried over are these. Vacant, physisorbed and chemisorbed fractions are $v$, $\varphi$ and $\theta$. The rates of capture, desorption and reaction are $a=k_ap$, $d$ and $k$, with $K=k_a/d$, $r=a+d$ and $q=Kp/(1+Kp)$. The share of unreacted sites that hold a molecule is $x$, and without approximation

$$\theta=1-\exp\left(-k\int x\,dt\right),\qquad \frac{dx}{dt}=r(q-x)-kx(1-x).$$

For $k\ll r$ and a constant pulse much longer than $1/r$, $x\approx q$ and $\theta=1-e^{-kqt}$. At equal exposure $E=pt$, the higher pressure then gives the lower coverage.

### (f) Time, exposure and the two constants

What time and what exposure are needed to reach a target coverage $\theta_*<1$ at constant pressure? How can $k$ and $K$ be found from partial coverages?

**Solution.** Let $L=\ln[1/(1-\theta_*)]$. Setting $kqt=L$ and using $1/q=1+1/(Kp)$,

$$t=\frac Lk\left(1+\frac1{Kp}\right),\qquad E=pt=L\left(\frac1{kK}+\frac pk\right).$$

A higher pressure shortens the pulse, but never below $L/k$, and it raises the exposure linearly. Within this model, and for a surface that sees a uniform constant pressure, low pressure economizes on exposure and high pressure on time. Beyond $Kp\approx1$ the gain in time is at most a factor of two, since $1+1/(Kp)$ can fall no further than from 2 to 1.

For the constants, measure a partial coverage $\theta_i$ after a time $t_i$ at pressure $p_i$, and form

$$b_i=\frac{t_i}{-\ln(1-\theta_i)}=\frac1k+\frac1{kK}\,\frac1{p_i}.$$

Plotted against $1/p$, these values lie on a straight line with intercept $1/k$ and slope $1/(kK)$. Two different pressures suffice in principle, and $K$ is the intercept divided by the slope. If $Kp\ll1$ at both pressures, the intercept is a small difference of large numbers, and the data then fix the product $kK$ but hardly $k$ and $K$ separately.

### (g) A pressure that varies during the pulse

Extend the coverage law to a slowly varying pressure $p(t)$. For a given exposure $E$ and a given duration $T$, which pulse shape gives the highest coverage?

At constant pressure and under fast equilibration, the lower of two pressures leaves the larger coverage at equal exposure, while exposure alone sets the coverage when $Kp\ll1$ or when reaction is much faster than capture and desorption. It remains to answer (g) for a varying pressure, and then to treat the purge, a trimethylgallium example and the effects the model leaves out.
